\section*{Silane and disilane on silicon: separating trapping from bond rupture}

\section*{Question}

Disilane, Si$_2$H$_6$, reacts much more readily than silane, SiH$_4$, when it strikes clean silicon. It is heavier and more strongly attracted to the surface, so it should be caught more easily. It also contains an Si--Si bond, which is weaker than an Si--H bond. How much of the difference can come from being caught, how much from what happens afterwards, and how could the two be told apart?

\section*{The mechanism}

Consider a reaction in two steps. An arriving molecule first loses enough energy to remain in a shallow physisorption well, called the precursor. It then either desorbs intact or breaks a bond and becomes chemisorbed. Let $\alpha$ be the probability of trapping and $P$ the probability that a trapped molecule reacts. The surface is clean, so every arrival finds free sites, and rupture is taken as irreversible. If the trapped molecule forgets how it arrived before its fate is decided, the reactive sticking probability is
\begin{equation}
S=\alpha P .
\label{eq:product}
\end{equation}
Loss of memory is what permits the product. Otherwise $P$ would depend on the incident energy and could not be taken outside the average over arrivals.

The role of the weak bond needs care. If silane breaks an Si--H bond, its fragments form one Si--H and one Si--Si bond with the surface. If disilane breaks its Si--Si bond, two SiH$_3$ groups form two Si--Si bonds with the surface. Counting equal bonds as equally strong, the net gain is one Si--Si bond in both cases. At this level the weaker bond does not make the reaction more exothermic. It may still lower the barrier, because the old bond must stretch before the new ones are fully formed. That is a plausible assumption about the transition state, not a result of the sticking model. The model takes the barrier as an input and does not identify which bond breaks.

\section*{Trapping}

Energies are in eV and temperatures in K, the natural units for this problem. Let a rigid molecule of mass $m$ approach a flat surface with normal kinetic energy $E$. The well of depth $D$ accelerates it, so it strikes with energy $E+D$. Represent the part of the solid that recoils by a free cube of effective mass $M$, initially at rest, and set $\mu=m/M<1$. One silicon atom is lighter than a silane molecule, so $M$ must stand for more than one atom moving together.

In an elastic collision momentum is conserved and the relative velocity is reversed. An inward velocity $v$ therefore becomes
\begin{equation}
v'=\frac{m-M}{m+M}\,v=-\frac{1-\mu}{1+\mu}\,v ,
\end{equation}
where the minus sign means outward motion. The molecule keeps the fraction $r^2=(1-\mu)^2/(1+\mu)^2$ of its energy. It is trapped if this is too little to climb out of the well:
\begin{equation}
r^2(E+D)<D
\quad\Longrightarrow\quad
E<D\,\frac{1-r^2}{r^2}.
\end{equation}
Since $(1+\mu)^2-(1-\mu)^2=4\mu$, we have $1-r^2=4\mu/(1+\mu)^2$, and the threshold is
\begin{equation}
E_c=\frac{4\mu D}{(1-\mu)^2}.
\label{eq:threshold}
\end{equation}
A deeper well and a heavier molecule both raise it.

The number of molecules striking the surface per unit time is weighted by their normal speed. With $E=mv^2/2$ and $dE=mv\,dv$, the flux $v\,e^{-mv^2/2k_BT_g}dv$ is proportional to $e^{-E/k_BT_g}dE$, where $T_g$ is the gas temperature. After normalization,
\begin{equation}
\alpha=\int_0^{E_c}\frac{e^{-E/k_BT_g}}{k_BT_g}\,dE
=1-e^{-E_c/k_BT_g}.
\label{eq:alpha}
\end{equation}
For a hot gas, $E_c\ll k_BT_g$, this becomes $\alpha\simeq E_c/k_BT_g$, and two molecules differ by the ratio of their thresholds. For a cold gas both probabilities approach one and the difference in trapping disappears. Both limits are those of a static cube; thermal motion of the surface changes them.

\section*{Rupture against desorption}

Let $V$ be the energy of the top of the rupture barrier relative to the free molecule. Measured from the bottom of the well, the barrier to rupture is $D+V$ and the barrier to desorption is $D$. At surface temperature $T_s$ the rates are
\begin{equation}
k_r=\nu_r e^{-(D+V)/k_BT_s},\qquad
k_d=\nu_d e^{-D/k_BT_s}.
\end{equation}
The probability $n(t)$ that the molecule is still in the precursor obeys $\dot n=-(k_r+k_d)n$ with $n(0)=1$. The reacted fraction at long times is
\begin{equation}
P=\int_0^\infty k_r e^{-(k_r+k_d)t}dt
=\frac{k_r}{k_r+k_d}
=\frac{1}{1+(\nu_d/\nu_r)\,e^{V/k_BT_s}} .
\label{eq:branch}
\end{equation}
The last form follows on dividing by $k_r$: the factors $e^{-D/k_BT_s}$ cancel. A deeper well prolongs the stay, but at fixed $V$ it slows rupture by the same factor as desorption. In this model, with fixed prefactors, $D$ and $\mu$ then act through trapping, while $V$ acts through the branching.

The condition ``at fixed $V$'' matters. If the well is deepened while the barrier $D+V$ from its bottom is held fixed, $V$ falls and $P$ rises. The effect of a stronger physisorption is therefore undefined until one says which barrier is kept. The prefactors need similar care. Detailed balance links the desorption rate to the trapping probability when gas and surface are in equilibrium, so a real change of the molecule may alter $\alpha$ and $\nu_d$ together. Here $\nu_d$ is an independent input, and this choice has a consequence. Detailed balance makes $k_d$ proportional to the trapping probability for a gas at the surface temperature. For $P\ll1$, where $S\simeq\alpha k_r/k_d$, better energy transfer then speeds desorption about as much as it aids trapping, and $S$ hardly depends on it. The split into a trapping and a branching factor below holds for fixed $\nu_d$.

\section*{Separating the two effects}

Let L denote the light molecule and H the heavy one. Equation~(\ref{eq:product}) gives
\begin{equation}
\frac{S_H}{S_L}=\frac{\alpha_H}{\alpha_L}\,\frac{P_H}{P_L}.
\label{eq:ratio}
\end{equation}
Because this is a product, replacing $\alpha_L$ by $\alpha_H$ changes $S$ by the same factor whether it is done before or after replacing $P_L$ by $P_H$. No probability exceeds one, so
\begin{equation}
\frac{\alpha_H}{\alpha_L}\le\frac{1}{\alpha_L},
\qquad
\frac{P_H}{P_L}\ge\alpha_L\frac{S_H}{S_L}.
\label{eq:bound}
\end{equation}
If half of the light molecules are trapped, better trapping can at most double the sticking. Any larger ratio requires a difference in branching. The bound does not rely on the cube model, but it does require independent knowledge of $\alpha_L$.

Surface temperature gives a second handle. Write $\beta=1/k_BT_s$ and $\rho=\nu_d/\nu_r$. As long as $\alpha$ does not depend on $T_s$, $\ln S=\ln\alpha-\ln(1+\rho e^{\beta V})$, and
\begin{equation}
\frac{d\ln S}{d\beta}
=-\frac{\rho e^{\beta V}}{1+\rho e^{\beta V}}\,V
=-(1-P)V .
\label{eq:slope}
\end{equation}
Heating lowers $\beta$. If $V>0$, heating increases sticking, because rupture gains more than desorption. If $V<0$, heating reduces it, because desorption has the higher barrier.

How much can be learned from such a measurement depends on $P$. For $V<0$, $P\to1$ on cooling. If $\alpha$ does not depend on $T_s$, $S$ then levels off at $\alpha$, which can be read directly. For $P\ll1$,
\begin{equation}
S\simeq\alpha\,\frac{\nu_r}{\nu_d}\,e^{-V/k_BT_s}.
\end{equation}
The temperature dependence yields $V$ and the product $\alpha\nu_r/\nu_d$, but not $\alpha$ itself.

For the static cube, changing the gas temperature at fixed $T_s$ removes this ambiguity. Put $x=e^{-E_c/k_BT_g}$. Halving $T_g$ squares $x$, and $P$ cancels from the ratio:
\begin{equation}
\frac{S(T_g/2)}{S(T_g)}=\frac{1-x^2}{1-x}=1+x
\quad\Longrightarrow\quad
\alpha(T_g)=2-\frac{S(T_g/2)}{S(T_g)} .
\label{eq:gasrule}
\end{equation}
Unlike the bound, this rule relies on the static cube, and the numbers below show how it can fail when the surface moves.

\section*{Numbers for two model molecules}

The following round parameters imitate the contrast between silane and disilane; they are not data for either. The signs of $V$ and the equal prefactors are assumptions; a small $P$ can also come from a large $\nu_d/\nu_r$, so the temperature trends below are those of the model molecules. For molecules of these masses, the chosen $\mu$ means a cube of more than fifty silicon atoms, which keeps trapping incomplete. With a cube of ten atoms and the same wells, the static model would trap about 99\,\% of L and practically all of H, and trapping would contribute almost nothing to the difference. Molecule L has $\mu=0.02$, $D=0.20$ eV and $V=+0.30$ eV. Molecule H has $\mu=0.04$, $D=0.35$ eV and $V=-0.15$ eV. Both have $\nu_d=10^{13}$ s$^{-1}$ and $\nu_r=10^{12}$ s$^{-1}$. The gas is at 300 K and the surface at 600 K, so $k_BT_g=0.02585$ eV and $k_BT_s=0.0517$ eV.

The thresholds from Eq.~(\ref{eq:threshold}) are
\begin{align}
E_c^L&=\frac{4(0.02)(0.20)}{(0.98)^2}=0.0167\ \text{eV},\\
E_c^H&=\frac{4(0.04)(0.35)}{(0.96)^2}=0.0608\ \text{eV}.
\end{align}
Equation~(\ref{eq:alpha}) then gives $\alpha_L=0.475$ and $\alpha_H=0.905$. The thresholds differ by a factor of 3.6, but the trapping probabilities by 1.90, because $\alpha_H$ is already close to saturation. For the static cube the upper bound $1/\alpha_L$ is 2.1.

For the branching,
\begin{align}
P_L&=\frac{1}{1+10\,e^{0.30/0.0517}}=3.0\times10^{-4},\\
P_H&=\frac{1}{1+10\,e^{-0.15/0.0517}}=0.645 .
\end{align}
The sticking probabilities are $S_L=1.43\times10^{-4}$ and $S_H=0.584$. Their ratio is
\begin{equation}
\frac{S_H}{S_L}=1.90\times2.14\times10^3\simeq4.1\times10^3 .
\end{equation}
On a logarithmic scale trapping supplies about 8\,\% of the difference. Giving L the trapping probability of H raises its sticking to $2.7\times10^{-4}$; giving it the branching of H raises it to 0.31. Both exchanges keep $\nu_d$ fixed. If desorption is tied to trapping by detailed balance, the first gain largely disappears: in the moving-cube model of the next section, followed over repeated collisions at an unchanged collision frequency, doubling $\mu$ of L raises its trapping probability from 0.24 to 0.38, but raises its escape rate by a slightly larger factor.

The two ways of deepening a well also differ. If the well of L is deepened to 0.35 eV at fixed $V$, $P_L$ stays at $3.0\times10^{-4}$. If the barrier of 0.50 eV from the well bottom is fixed instead, $V$ falls to 0.15 eV and $P_L$ becomes $5.5\times10^{-3}$, about 18 times larger.

With the gas kept at 300 K, the surface temperature has opposite effects on the two molecules:
\begin{center}
\begin{tabular}{cccc}
$T_s$ (K) & $S_L$ & $S_H$ & $S_H/S_L$\\
500 & $4.5\times10^{-5}$ & 0.69 & $1.5\times10^4$\\
600 & $1.4\times10^{-4}$ & 0.58 & $4.1\times10^3$\\
700 & $3.3\times10^{-4}$ & 0.49 & $1.5\times10^3$\\
800 & $6.1\times10^{-4}$ & 0.42 & $6.9\times10^2$
\end{tabular}
\end{center}
At 600 K the slopes from Eq.~(\ref{eq:slope}) are $-0.30$ eV for L and $+0.053$ eV for H. The first is nearly $-V$, because $1-P_L$ is nearly one. The second is well below 0.15 eV, because most trapped H molecules react. A single ratio of sticking probabilities therefore has little meaning without its surface temperature.

\section*{When the surface moves}

A cube at 600 K is not at rest. Let $u$ be its outward velocity. The centre of mass moves inward at $(\mu v-u)/(1+\mu)$, and reversing the relative motion gives the molecule an outward speed
\begin{equation}
w=v-\frac{2(\mu v-u)}{1+\mu}
=\frac{(1-\mu)v+2u}{1+\mu}.
\end{equation}
A molecule with almost no initial energy strikes at $v_D=\sqrt{2D/m}$. It escapes if $w>v_D$, that is, if $u>\mu v_D$. A static cube would have trapped it. The thermal spread of $u$ is $\sqrt{k_BT_s/M}$, so the static cube is adequate for slow molecules when
\begin{equation}
\frac{\mu v_D}{\sqrt{k_BT_s/M}}
=\sqrt{\frac{2\mu D}{k_BT_s}}\gg1 .
\label{eq:static}
\end{equation}
Here this quantity is about 0.39 for L and 0.74 for H. The condition is not met.

The trapping probability must therefore be averaged over the Gaussian distribution of $u$, weighted by the relative approach speed because faster approaches collide more often. Numerical quadrature, again with one collision per arrival, gives $\alpha_L=0.43$ and $\alpha_H=0.64$. The trapping factor falls from 1.90 to 1.51. With the same branching factor the total ratio becomes about $3.2\times10^3$, so branching still dominates in this one-collision model. These values count a molecule as trapped after its first collision. Later collisions can eject it before it settles in the well, so the $\alpha$ needed in Eq.~(\ref{eq:product}) is smaller. The shallower well of L loses a larger fraction of its molecules in this way, so the trapping factor exceeds 1.51. Following repeated collisions, each with a fresh thermal cube, until the molecule escapes or its kinetic energy falls to the order of $k_BT_s$ gives $\alpha_L\approx0.22$--$0.26$ and $\alpha_H\approx0.52$, a factor of 2.0 to 2.4 depending on the criterion, while the bound $1/\alpha_L$ rises to about 4. If $10^{13}$ s$^{-1}$ is read as the collision frequency and desorption follows from the same collisions, the total ratio is about $1\times10^3$; branching still dominates.

Within the same one-collision model, the slopes at 600 K change little. There the surface-temperature dependence of $\alpha$ adds $-0.0007$ eV to the slope of L and $+0.007$ eV to that of H. The latter is about 13\,\% of the static-cube slope. Ejection by later collisions, which is more likely on a hotter surface, changes these contributions to about $+0.011$ eV for L, a change of sign, and about $+0.02$ eV for H, more than a third of its static-cube slope. For H on a colder surface, the change in $\alpha$ matters more relative to that in $P$: $\alpha_H$ rises from 0.64 at 600 K to about 0.80 at 100 K, so $S_H$ keeps rising after $P_H$ has reached one. A low-temperature measurement then gives $\alpha$ at that temperature, not at 600 K.

The gas-temperature rule does not survive. Applied to the moving cube, Eq.~(\ref{eq:gasrule}) returns 0.78 for L and 0.91 for H, instead of 0.43 and 0.64. The rule assumes a sharp threshold, with every slower molecule trapped and every faster one lost. A moving surface ejects some of the slow molecules and traps some of the fast ones, so the ratio no longer fixes $\alpha$. Between gas temperatures of 150 and 300 K, $\alpha$ of L varies less than for the static cube. For H the relative change over this range is almost the same, but $\alpha$ itself is much lower. If $\alpha$ hardly changes with $T_g$, the measured ratio is near one and the rule returns a value near one, whatever the true $\alpha$. It is usable when Eq.~(\ref{eq:static}) holds, not under the conditions of this example; with the ratio in that equation equal to 3 it still returns 0.49 instead of 0.46 for L. For L, raising the ratio in that equation even to 3 would need a surface near 10 K, where its reaction is far too rare to measure.

\section*{When the two-step picture fails}

Silane may also react directly on impact, without being trapped. If this requires a normal energy above $V$, the fraction of arrivals able to do so is
\begin{equation}
\int_V^\infty\frac{e^{-E/k_BT_g}}{k_BT_g}\,dE=e^{-V/k_BT_g}.
\end{equation}
For L at $T_g=300$ K this upper bound is $9.1\times10^{-6}$, or 6\,\% of the two-step value at $T_s=600$ K. Within this estimate, the cold gas keeps the direct route small for L. For H, with $V<0$, every arrival has enough energy, so this argument sets no limit on direct reaction. If gas and surface share a temperature $T$, the bound divided by the two-step probability is, for $P\ll1$,
\begin{equation}
\frac{e^{-V/k_BT}}{\alpha(\nu_r/\nu_d)e^{-V/k_BT}}
=\frac{\nu_d}{\alpha\nu_r},
\end{equation}
which is at least 10 for the present prefactors. When the gas is as hot as the surface, direct reaction can therefore dominate unless few energetic impacts have a suitable orientation. Vibrational energy in the molecule and thermal motion of the surface could also assist it; neither is covered by this bound.

The precursor must also live long enough to lose its memory. At 600 K the mean lifetime $1/(k_r+k_d)$ is about 5 ps for L, some fifty periods $1/\nu_d$. This lifetime applies to a molecule that has already settled in the well. One that has just been caught lies near the top of the well and may be ejected much sooner, so a long mean lifetime does not by itself guarantee loss of memory. At 800 K its well is about three times $k_BT_s$ deep, and both loss of memory and Arrhenius rates become less secure. Energy taken up by the molecule's own vibrations is omitted as well; it could favour trapping, possibly more for disilane, which has more soft modes, but a vibrating molecule can also give energy back. Even so, the first inequality in Eq.~(\ref{eq:bound}) limits what trapping can contribute, provided that $\alpha_L$ is the probability of settling in the well and not merely of being caught in the first collision. For real silane and disilane, a sticking ratio far above $1/\alpha_L$ points to the step after trapping, provided that direct reaction has been excluded.

Numbers in the example were calculated in double precision.
